# Critical Wavelength for Thermal Filaments in a Heated Film

A thin, poorly conducting film lies between two metal electrodes. Current crosses it, heats it evenly, and the heat leaves to a sink. The film conducts better when hot, so a slightly warm spot draws more current and receives more heat. Lateral conduction carries that extra heat away. Does the spot fade, or does it collect the current into a filament? If the feedback is strong enough, the answer depends on the wavelength of the temperature variation, and so on the lateral size of the film.

## 1. Two patches

Divide the film into two equal patches of area $a$ and thickness $d$, at temperatures $T_1$ and $T_2$. Both feel the same voltage $V$. With conductivity $\sigma(T)$, heat capacity per volume $C$, heat loss $h(T-T_0)$ per area to a sink at $T_0$, and a thermal link $\Gamma$ between the patches,

$$Cad\,\dot T_1=\frac{a\sigma(T_1)V^2}{d}-ha(T_1-T_0)-\Gamma(T_1-T_2),$$

and likewise for patch 2 with the labels exchanged. Let both patches have the steady temperature $\bar T$, and write $\Delta T=\bar T-T_0$, $\bar\sigma=\sigma(\bar T)$. The balance is

$$\bar\sigma \bar V^2=hd\,\Delta T. \tag{1}$$

Now warm one patch by $u$ and cool the other by $u$. The summed conductance, and hence the voltage, is unchanged to first order, whatever resistor is in series. With $\beta=d\ln\sigma/dT$ at $\bar T$, the extra Joule heat in the warm patch is $a\beta\bar\sigma\bar V^2u/d=ha\beta\Delta T\,u$, by (1). Define the feedback number

$$m=\beta\,\Delta T .$$

Since $T_1-T_2=2u$, we find $Cad\,\dot u=[ha(m-1)-2\Gamma]u$. The difference grows if $m-1>2\Gamma/(ha)$. Without a link the condition is $m>1$: extra heating must exceed extra loss. A strong link suppresses the difference. In a continuous film, the wavelength sets the strength of the link.

## 2. The continuous film

Let $x,y$ run along the film and $z$ across it. Three assumptions enter here: $hd/\kappa\ll1$, where $\kappa$ is the film's thermal conductivity, so that $T$ hardly varies with $z$; lateral wavelengths are much longer than $d$; and heat loss is local. The electrodes are equipotentials and, for now, carry no lateral heat.

If $\sigma$ does not depend on $z$, the potential $\phi=Vz/d$ satisfies charge conservation $\nabla\cdot(\sigma\nabla\phi)=0$ even when $\sigma$ varies with $x,y$. The field is therefore $V/d$ everywhere, and hot regions differ in current density, not in field. Integrating the heat equation over $z$ and dividing by $d$ gives

$$C\,\partial_tT=\nabla\cdot(\kappa\nabla T)+\frac{\sigma(T)V^2}{d^2}-\frac hd(T-T_0), \tag{2}$$

with $\nabla$ now lateral.

Put $T=\bar T+u(x,y,t)$, where $u$ has zero lateral mean. The conductance changes by $(\bar\sigma\beta/d)\int u\,dx\,dy=0$ to first order, so $V$ stays at $\bar V$. If $\kappa$ depends on temperature, $\nabla\cdot(\kappa\nabla T)=\bar\kappa\nabla^2u+O(u^2)$, because the background has no gradient. Using (1) for the Joule term,

$$C\,\partial_tu=\kappa\nabla^2u+\frac hd(m-1)u .$$

For $u\propto e^{st}\cos kx$ we have $\nabla^2u=-k^2u$. With

$$\tau=\frac{Cd}{h},\qquad \ell=\sqrt{\frac{\kappa d}{h}},$$

multiplication by $d/h$ gives

$$s(k)\,\tau=m-1-k^2\ell^2. \tag{3}$$

If $m\le1$, no lateral wave grows. If $m>1$, growth requires $k<\sqrt{m-1}/\ell$, that is, $\lambda=2\pi/k>\lambda_c$ with

$$\boxed{\lambda_c=\frac{2\pi\ell}{\sqrt{m-1}}=2\pi\sqrt{\frac{\kappa}{\beta\bar\sigma\bar V^2/d^2-h/d}}}. \tag{4}$$

The second form follows from $\beta\bar\sigma\bar V^2/d^2=mh/d$.

Two limits test this. As $m\to1^+$, $\lambda_c\to\infty$: heating barely beats loss, and the slightest diffusion restores uniformity. For $m\gg1$, $h/d$ drops out of the second form and $\lambda_c\to2\pi\sqrt{\kappa d^2/(\beta\bar\sigma\bar V^2)}$, a competition between diffusion and Joule feedback alone.

The rate (3) rises as $k$ falls. Thus $\lambda_c$ is a boundary, not a preferred filament spacing; in linear theory the longest wave that fits grows fastest.

**A finite strip.** With insulated ends at $x=0,L$, the zero-mean modes are $\cos(n\pi x/L)$, $n=1,2,\dots$, with wavelengths $2L/n$. The strip is linearly stable against them if $L<\lambda_c/2$. Its width must also be below $\lambda_c/2$ to exclude growing transverse modes.

## 3. Numbers for a model film

Take $d=100$ nm, $\kappa=10$ W/(m K), $h=10^6$ W/(m² K), $C=2\times10^6$ J/(m³ K), $T_0=300$ K and $\bar T=400$ K. The conductivity is $\sigma\propto e^{-\Theta/T}$, with activation energy 0.5 eV, or $\Theta=5802$ K, and $\bar\sigma=1$ S/m. Then

$$\beta=\frac{\Theta}{\bar T^2}=\frac{5802}{400^2}=0.03626\ \text{K}^{-1},\qquad m=100\times0.03626=3.626,$$

$$\ell=\sqrt{\frac{10\times10^{-7}}{10^6}}\ \text{m}=1\ \text{µm},\qquad \lambda_c=\frac{2\pi\times1\ \text{µm}}{\sqrt{2.626}}=3.88\ \text{µm},$$

or $7.33\times10^4$ bohr. Equation (1) gives $\bar V=\sqrt{10^6\times10^{-7}\times100/1}=3.16$ V, and $\tau=0.2$ µs.

This voltage means a field of $3\times10^7$ V/m. At such fields the conductivity of many real insulating films depends on the field as well as on temperature, which this model leaves out. Equation (4) then still holds if $\beta$ and $\bar\sigma$ are taken at the operating field, because a zero-mean variation leaves the field unchanged to first order. The formulas and numbers in sections 4, 5 and 7 would change, most of all near the voltage turnover of section 5, where the field approaches $9\times10^7$ V/m.

In a strip 5 µm long and 1 µm wide, the first mode has $k\ell=\pi/5$, so $s\tau=2.626-0.395=2.23$. The next two have $s\tau=1.05$ and $-0.93$: their wavelengths, 5 and 3.33 µm, lie on either side of $\lambda_c$. The Jacobian of the discretized nonlinear equation (2), with a temperature-dependent $\kappa$, gives 2.232, 1.048 and $-0.924$. The strip length at which its first lateral rate vanishes is 1.938 µm, in agreement with $\lambda_c/2$.

## 4. Why a series resistor does not settle the matter

The uniform mode does change the film resistance $R_f$. For a fast resistive circuit with source voltage $V_s$ and load $R$, $V=V_sR_f/(R_f+R)$. Hence

$$\delta\ln V=\left(1-\frac{R_f}{R_f+R}\right)\delta\ln R_f=-\frac{R}{R_f+R}\,\beta u,$$

because $\delta\ln R_f=-\beta u$. The relative change of Joule heat is

$$\beta u+2\,\delta\ln V=\beta u\,\frac{R_f-R}{R_f+R},$$

so the uniform rate is

$$s_0\tau=m\frac{R_f-R}{R_f+R}-1. \tag{5}$$

At $R=0$ this is $m-1$, uniform runaway at fixed voltage. At $R\to\infty$ it is $-(m+1)$, strong stability at fixed current. This needs a small shunt capacitance $C_p$. At fixed current the linearized temperature–voltage system has trace $(m-1)/\tau-1/(R_fC_p)$, so the uniform state starts to oscillate once $R_fC_p>\tau/(m-1)$. For the 5 µm strip below ($R_f=20$ kΩ) that is 3.8 pF, a value ordinary wiring can exceed. Stability requires $m(R_f-R)<R_f+R$, or

$$R>R_f\frac{m-1}{m+1}.$$

This threshold can be read from the steady current–voltage curve. From (1), $\ln V=\tfrac12\ln\Delta T-\tfrac12\ln\sigma+\text{const}$, while $I\propto\sigma V$. Therefore

$$\frac{d\ln V}{dT}=\frac{1-m}{2\Delta T},\qquad \frac{d\ln I}{dT}=\frac{1-m}{2\Delta T}+\beta=\frac{1+m}{2\Delta T},$$

$$\frac{dV}{dI}=R_f\frac{1-m}{1+m}. \tag{6}$$

The uniform state is stable against uniform runaway when $R>-dV/dI$. The condition $m>1$ is precisely negative differential resistance. For the 5 µm strip, $R_f=20$ kΩ and $dV/dI=-20\times2.626/4.626=-11.4$ kΩ. The Jacobian confirms that $s_0$ changes sign between loads 5% below and 5% above 11.4 kΩ, while the lateral rates do not depend on the load. The current can thus gather into one part of the film even when the load prevents uniform runaway. As the film voltage $V$ then falls, the total current $I=(V_s-V)/R$ rises; it stays nearly steady only if $R\gg R_f$.

## 5. Sweeping the operating temperature

For Arrhenius conduction, $m=\Theta(\bar T-T_0)/\bar T^2$. The condition $m>1$ reads $\bar T^2-\Theta\bar T+\Theta T_0<0$. It can be met if $\Theta>4T_0$, for

$$\frac\Theta2\left(1-\sqrt{1-\frac{4T_0}{\Theta}}\right)<\bar T<\frac\Theta2\left(1+\sqrt{1-\frac{4T_0}{\Theta}}\right).$$

Here the lower edge is 317.4 K, where the uniform voltage reaches its local maximum of 8.71 V. The upper edge, near 5500 K, is a property of the formula and not of a real film.

With $\kappa$ and $h$ held constant, $\lambda_c$ is smallest where $m$ is largest. Since

$$\frac{d}{d\bar T}\frac{\bar T-T_0}{\bar T^2}=\frac{2T_0-\bar T}{\bar T^3},$$

this is at $\bar T=2T_0=600$ K, where $m=\Theta/(4T_0)=4.835$ and $\lambda_c=2\pi/\sqrt{3.835}=3.21$ µm. In this model, a strip shorter than half of that is linearly stable against lateral waves at every operating temperature, if it is also narrow enough. The uniform mode still needs a sufficient load, as in section 4.

## 6. Restoring the thickness and the surroundings

**Variation across the film.** Let the face $z=0$ be cooled and $z=d$ insulated, and let $b=hd/\kappa$. Hold the mean temperature at $\bar T$. To leading order the heating is uniform in $z$, and solving $\kappa T''=-h\Delta T/d$ with zero flux at $z=d$ gives

$$T=\bar T+b\,\Delta T\,p(z),\qquad p=\frac zd-\frac{z^2}{2d^2}-\frac13,$$

where $p$ has zero mean. A marginal perturbation has net source $(h/d)[m-(m-1)]u=(h/d)u$ after lateral conduction is subtracted, so it has the same profile, $u(1+bp)$. At the cooled face $p=-1/3$, and both losses fall by the factor $1-b/3$.

The Joule feedback scales with the background heating, which falls by that factor too; the zero-mean profiles do not alter its average at this order. The perturbed field $e$ adds heat $2Je$, where the background current density $J$ is independent of $z$. Its average vanishes because the electrode voltage is unperturbed. Hence

$$k_c^2\ell^2=(m-1)\left(1-\frac b3\right),\qquad \lambda_c\to\lambda_c\left(1+\frac b6\right).$$

For $b=0.01$ the predicted shift is 0.167%. A thickness-resolved calculation of temperature and potential gives 0.167%, and one tenth of that when $h$ is ten times smaller.

**A heat-spreading electrode.** An electrode that follows the film temperature adds its sheet thermal conductance, conductivity times thickness, to $\kappa d$. If the two are equal, $\lambda_c$ grows by $\sqrt2$, to 5.48 µm; the resolved calculation gives 5.49 µm. Metal electrodes can therefore matter more than the film's own conduction.

**A real loss layer.** Suppose $h=\kappa_s/t$ comes from a layer of thickness $t$ and conductivity $\kappa_s$ above the sink. At marginality the perturbation in it obeys $\theta''=k^2\theta$, with $\theta=0$ at the sink and $u$ at the film. Measured from the sink, $\theta=u\sinh(kz)/\sinh(kt)$, so the flux from the film is

$$\kappa_sk\coth(kt)\,u\simeq\frac{\kappa_s}{t}\left(1+\frac{k^2t^2}{3}\right)u\qquad(kt\ll1).$$

The correction acts like extra sheet conductance $\kappa_st/3$. For $t=100$ nm and $\kappa_s=0.1$ W/(m K), this is 0.33% of $\kappa d$ and raises $\lambda_c$ by 0.17%. The equality with the previous shift arises because $t=d$ here. A layer with $kt$ of order one or more needs the full $\coth$, and the local-loss result (4) fails. The small shift above reflects a thin, very poorly conducting layer. An oxide-like layer with the same $h$, $\kappa_s=1.4$ W/(m K) and $t=1.4$ µm, must be treated through $m=k^2\ell^2+kt\coth kt$, which gives $kt\approx1.8$ and $\lambda_c=4.8$ µm. The layer also stores heat. This does not move the threshold, where nothing changes in time, but it makes growth slower than (3) predicts unless the layer's heat capacity per area is much smaller than the film's.

## 7. Does growth end in a filament?

Linear theory gives the onset, not the final state. Drive the strip at fixed current and take $\kappa$ constant. Write $r=\sigma(\bar T+u)/\bar\sigma$, and let $\langle\cdot\rangle$ denote the lateral mean. Since $V/\bar V=1/\langle r\rangle$, equation (2) becomes

$$\tau\partial_tu=\ell^2u_{xx}+\Delta T\left(\frac{r}{\langle r\rangle^2}-1\right)-u. \tag{7}$$

In a steady state the total loss equals $VI$. With $I$ fixed,

$$\langle T\rangle-T_0=\Delta T\,\frac V{\bar V}. \tag{8}$$

Equation (7) was integrated for the 5 µm strip from a cosine of amplitude 1 mK. After $80\tau=16$ µs the strip has a hot end at 499 K and a cold end at 305 K: half a filament against an insulated end. The voltage has fallen from 3.16 to 1.74 V. Equation (8) then predicts a mean of $300+100\times1.74/3.16\approx355$ K, as found (the 100-cell mesh gives 1.7409 V and 355.05 K; refining it shifts these by 0.0005 V and 0.02 K). Equation (7) assumes no variation across the width. This half filament is stable against transverse modes in the 1 µm wide strip, but only for widths below about 1.2 µm, a tighter bound than the $\lambda_c/2$ that applies to the uniform state. The film is cooler on average, although its peak is about 99 K hotter.

In a 1.8 µm strip, below $\lambda_c/2$, the same initial cosine decays. Its end-to-end spread falls from 2 mK to 7 µK in $20\tau$. Equation (3) would leave about 0.5 µK, but the residue lies below the integration's relative tolerance, $10^{-7}$ of 400 K or 40 µK. This run shows decay, not its precise rate.

**Is the onset gradual?** Near threshold expand

$$r=1+\beta u+\tfrac12r_2u^2+\tfrac16r_3u^3+\dots,\qquad r_2=\frac{\sigma''}{\bar\sigma},\quad r_3=\frac{\sigma'''}{\bar\sigma},$$

$$u=A\cos kx+A^2(\alpha_0+\alpha_2\cos2kx)+\dots$$

Then $\langle r\rangle=1+A^2S$ with $S=\beta\alpha_0+r_2/4$, and $\langle r\rangle^{-2}=1-2A^2S$ to this order.

- The mean of (7) at order $A^2$ gives $\Delta T(S-2S)=\alpha_0$, so $\alpha_0=-\Delta T\,S$. Inserting this in $S$ gives $S=-mS+r_2/4$, hence $S=r_2/[4(1+m)]$.
- The $\cos2kx$ part gives $[m-1-4k^2\ell^2]\alpha_2+\Delta T\,r_2/4=0$. With $k^2\ell^2=m-1$ at threshold, $\alpha_2=\Delta T\,r_2/[12(m-1)]$.
- The $\cos kx$ part at order $A^3$ uses $\cos kx\cos2kx\to\tfrac12\cos kx$ and $\cos^3kx\to\tfrac34\cos kx$.

The last part yields

$$k^2\ell^2=m-1+g(\beta A)^2, \tag{9}$$

$$g\beta^2=\Delta T\left[-2\beta S+r_2\left(\alpha_0+\frac{\alpha_2}2\right)+\frac{r_3}8\right]$$
$$=\Delta T\left[-\frac{\beta r_2}{2(1+m)}-\frac{\Delta T\,r_2^2}{4(1+m)}+\frac{\Delta T\,r_2^2}{24(m-1)}+\frac{r_3}8\right].$$

For Arrhenius conduction, $\beta'=-2\beta/T$ and $\beta''=6\beta/T^2$. Repeated differentiation of $\sigma'=\beta\sigma$ gives $r_2=\beta^2-2\beta/\bar T$ and $r_3=\beta^3-6\beta^2/\bar T+6\beta/\bar T^2$.

The slow amplitude equation is $\tau\dot A=(m-1-k^2\ell^2)A+g\beta^2A^3$. If $g<0$, the cubic term limits growth, and a stable pattern rises continuously from zero as $L$ passes $\lambda_c/2$. At 400 K, $g=-0.43$.

As $m\to1^+$, the third term in $g$ dominates and is positive. Near the lower edge of the temperature window, $g$ changes sign at 320.8 K. At 319 K, $m=1.083$ and $g=+0.215$, so (9) has steady patterns at wavelengths shorter than $\lambda_c$. They are unstable barriers: smaller disturbances decay and larger ones grow.

A nonlinear calculation makes this concrete. The critical strip length at 319 K is 10.88 µm, but a 10.75 µm strip has a steady pattern with $A=1.75$ K. Started from 0.7 times that pattern, the strip returns to uniformity. Started from 1.3 times it, the cosine amplitude has reached 16.4 K after $10^4\tau$, or 2 ms. The expansion needs a second harmonic much smaller than the first, $\alpha_2A\ll1$. Here $\alpha_2A\approx0.1$, so (9) is a fair approximation near the barrier, but the outcome rests on the solution of (7), not on (9).

The critical wavelength therefore decides the fate of small lateral perturbations. At fixed current and near the voltage turnover, a strip that passes the linear criterion can still form a filament after a finite lateral disturbance. The sign of $g$ also depends on the load. With $\gamma=R/(R+R_f)$ the same steps give $S=r_2/\{4[1-m(1-2\gamma)]\}$ and $\alpha_0=(1-2\gamma)\Delta T\,S$, and $-2\beta S$ becomes $-2\gamma\beta S$. At 400 K this yields $g\approx-0.16$ for $R=0.7R_f$ but $g\approx+0.70$ for $R=0.6R_f$, just above the uniform threshold, so an abrupt onset is not confined to the turnover.

## Computed results

```
thickness d = 100 nm
thermal conductivity = 10 W/(m K)
loss coefficient h = 1e+06 W/(m^2 K)
heat capacity C = 2e+06 J/(m^3 K)
sink temperature = 300 K
operating temperature = 400 K
conductivity at operating T = 1 S/m
activation energy = 0.5 eV
activation temperature = 5802.26 K
beta = 0.036264 1/K
feedback m = 3.6264
thermal length ell = 1 um
thermal time tau = 0.2 us
operating voltage = 3.1623 V
critical wavelength = 3.877 um
critical wavelength = 73265 bohr
critical strip length = 1.9385 um
strip length from Jacobian = 1.9384 um
long strip = 5 um
strip width = 1 um
mode 1: s*tau formula 2.2316, Jacobian 2.2317
mode 2: s*tau formula 1.0473, Jacobian 1.0478
mode 3: s*tau formula -0.9266, Jacobian -0.9240
film resistance, long strip = 20 kohm
differential resistance = -11.354 kohm
turnover temperature = 317.36 K
upper window temperature = 5484.9 K
turnover voltage = 8.7095 V
T of shortest critical wave = 600 K
shortest critical wavelength = 3.2084 um
h*d/kappa = 0.01
thickness-resolved wavelength = 3.8835 um
relative thickness error = 0.00167
same error at h/10 = 0.000167
wavelength, equal electrode sheet = 5.4906 um
loss-layer thickness = 100 nm
loss-layer conductivity = 0.1 W/(m K)
wavelength with layer spreading = 3.8835 um
filament peak T, long strip = 498.56 K
filament cold-end T = 304.56 K
filament mean T = 355.05 K
filament voltage = 1.7409 V
short strip = 1.8 um
short-strip T spread at 20 tau = 7.2e-06 K
cubic g at operating T = -0.43228
near-turnover temperature = 319 K
m near turnover = 1.0834
cubic g near turnover = 0.21499
temperature where g = 0 = 320.77 K
critical strip near turnover = 10.882 um
shorter test strip = 10.751 um
barrier amplitude A = 1.7538 K
final A from 0.7 barrier = 3.2e-09 K
final A from 1.3 barrier = 16.389 K
```
